# The 1/W Error of a Vacancy Imitated by a Large Site Energy

## 1. Two orbitals

Take a lattice of separate pairs of orbitals. Each orbital has energy zero and the two members of a pair are coupled by $t$. The levels of a pair are $\pm|t|$, so the lattice has a gap between $-|t|$ and $+|t|$.

Remove one orbital. Its partner is left alone at the vacancy level $E_v=0$, in the middle of the gap.

Now keep the orbital, but raise its energy to $W$. The pair obeys

$$E(E-W)=|t|^2 .$$

For $W>0$ the root near zero is

$$E_W=\frac{W-\sqrt{W^2+4|t|^2}}{2}=-\frac{|t|^2}{W}+\frac{|t|^4}{W^3}+\dots$$

The level is too low by $|t|^2/W$. The high orbital is still coupled to its partner and pushes it down. For $W<0$ the push is upward. A general lattice behaves in the same way, with $t$ replaced by the coupling between the missing site and the whole vacancy state.

## 2. Setting and statement

The electrons are independent and the basis is orthonormal, with one orbital per site. The perfect lattice has Hamiltonian $H$, site energy $\varepsilon_0$ on site 0, and a bulk gap. Two changed lattices are compared:

- the **vacancy lattice**, in which site 0 is deleted;
- the **imitation**, in which the energy of site 0 is $W$ and its couplings $H_{0j}$ are kept.

Here $W$ is the whole site energy, not the amount added to $\varepsilon_0$. Both changes are local, so in an infinite lattice they leave the bulk bands in place and can add only separate levels.

Let the vacancy lattice have a level $E_v$ strictly inside the gap, with normalized state $\psi_v$, and let

$$\tau=\langle 0|H|\psi_v\rangle=\sum_{j\ne0}H_{0j}\,\psi_v(j).$$

Then, for $|W|\to\infty$,

$$\boxed{E_W-E_v=-\frac{|\tau|^2}{W}-\frac{|\tau|^2\,b}{W^2}+O(W^{-3}),\qquad \tau\neq0 .}$$

The energy $b$ is found in Section 4. Since $\tau$ cannot vanish, the leading error really is of order $1/W$.

## 3. Why the coupling cannot vanish

Extend $\psi_v$ to the perfect lattice by giving it amplitude zero on site 0, and apply $H$. On every other site the result is $E_v\psi_v$; on site 0 it is $\tau$. If $\tau$ were zero, the extended state would be an eigenstate of the perfect lattice with an energy inside its gap. No such state exists, so $\tau\ne0$.

The level is also nondegenerate. Two independent states at $E_v$ would have a nonzero combination with no coupling to site 0, which has just been excluded.

## 4. Eliminating the site

Let $|m\rangle$ be the eigenstates of the vacancy lattice, with energies $E_m$. Write a state of the imitation as amplitude $c_0$ on site 0 plus amplitudes $c_m$ on these states. The eigenvalue equation has two parts:

$$(E-W)c_0=\sum_m\langle0|H|m\rangle c_m,\qquad (E-E_m)c_m=\langle m|H|0\rangle c_0 .$$

A gap state with $c_0=0$ would again be a gap state of the perfect lattice, so $c_0\neq0$. Insert the second equation into the first and divide by $c_0$:

$$E-W=\Sigma(E),\qquad \Sigma(E)=\sum_m\frac{|\langle0|H|m\rangle|^2}{E-E_m}. \tag{1}$$

In an infinite lattice the band part of the sum is an integral.

Separate the term of the gap level, with $x=E-E_v$:

$$\Sigma(E)=\frac{|\tau|^2}{x}+\Sigma_{\rm reg}(E).$$

Because $E_v$ is isolated, $\Sigma_{\rm reg}$ is smooth near it. Equation (1) becomes

$$\frac{|\tau|^2}{x}=E_v+x-W-\Sigma_{\rm reg}(E_v+x).$$

Define $b=E_v-\Sigma_{\rm reg}(E_v)$. For small $x$, $\Sigma_{\rm reg}(E_v+x)=\Sigma_{\rm reg}(E_v)+O(x)$, hence

$$x=-\frac{|\tau|^2}{W-b+O(x)} .$$

For large $|W|$ the right side is of order $1/W$ and changes with $x$ only at order $1/W^2$. Iteration therefore converges to one small root. With $x=O(1/W)$ in the denominator,

$$x=-\frac{|\tau|^2}{W}\,\frac{1}{1-b/W+O(W^{-2})}
=-\frac{|\tau|^2}{W}\left(1+\frac bW+O(W^{-2})\right),$$

which is the stated result.

If the site energy is written as $\varepsilon_0+U$, the denominator $W-b$ becomes $U-(b-\varepsilon_0)$. The leading coefficient is unchanged, and $b$ is replaced by $b-\varepsilon_0$ in the next term.

The expansion needs $|W|\gg|b|$ and a shift $|\tau|^2/|W|$ small compared with the distance from $E_v$ to the nearest band edge, where $\Sigma_{\rm reg}$ ceases to be smooth.

## 5. The coefficient from the perfect lattice

The bulk Green function $G_{00}(E)=\langle0|(E-H)^{-1}|0\rangle$ gives the same coefficient without a vacancy calculation. The elimination above, with site energy $\varepsilon_0$ and a unit source on site 0, yields

$$G_{00}(E)=\frac{1}{E-\varepsilon_0-\Sigma(E)} . \tag{2}$$

Near $E_v$ the denominator is dominated by $-|\tau|^2/x$, so $G_{00}\simeq-x/|\tau|^2$. Therefore

$$G_{00}(E_v)=0,\qquad |\tau|^2=-\frac{1}{G_{00}'(E_v)} . \tag{3}$$

For finite $W$, equation (1) says $E-\varepsilon_0-\Sigma=W-\varepsilon_0$, so that

$$G_{00}(E_W)=\frac1{W-\varepsilon_0}. \tag{4}$$

In terms of the bulk eigenstates $|n\rangle$,

$$G_{00}'(E)=-\sum_n\frac{|\langle0|n\rangle|^2}{(E-E_n)^2}<0$$

throughout the gap. A falling function takes each value at most once. Removing one orbital thus gives at most one level per gap, and so does the imitation. There may be none, if $G_{00}$ has no zero in the gap.

## 6. Leakage, and a bound

The derivative of an eigenvalue with respect to a site energy is the weight on that site, $dE_W/dW=|c_0|^2$. Differentiating the leading term gives

$$|c_0|^2\simeq\frac{|\tau|^2}{W^2}.$$

Integrating this weight from $W$ to infinity returns $E_v-E_W\simeq|\tau|^2/W$. The error in energy is the accumulated leakage onto the site that should be absent. The weight falls as $1/W^2$, the energy error only as $1/W$, so a tiny weight does not guarantee an equally tiny error in energy.

Since $\psi_v$ is normalized, the Cauchy–Schwarz inequality gives

$$|\tau|^2\le\sum_{j\neq0}|H_{0j}|^2 . \tag{5}$$

The couplings alone thus limit the leading error before any level is computed.

## 7. A test without special symmetry

Consider a periodic $8\times8$ array of cells with orbitals $a$ (0.5 eV) and $b$ (−0.3 eV). The matrix elements, in eV, are:

- $a$ to $b$ in the same cell: $-3.0$;
- $b$ to $a$ in the next cell along $x$: $-0.6e^{0.4i}$;
- $b$ to $a$ in the next cell along $y$: $-0.4e^{-0.7i}$;
- $a$ to $a$ along $y$: $-0.25e^{0.3i}$; $b$ to $b$ along $y$: $0.15$.

The gap of this finite array runs from −2.04 to 2.24 eV (in the infinite lattice from −1.98 to 2.17 eV, while $E_v$, $|\tau|^2$ and $b$ below keep the digits shown). Deleting one $a$ orbital gives $E_v=-0.327$ eV. The vacancy state gives $|\tau|^2=8.629$ eV², and the slope of $G_{00}$, computed from the bulk states, gives the same number. The bound (5) is 9.645 eV².

The energy $b$ of Section 4, not to be confused with the orbital $b$, is −0.433 eV here. With $W=400$ eV the two terms of the expansion are

$$-\frac{8.629}{400}\ {\rm eV}=-21.573\ {\rm meV},\qquad
+\frac{8.629\times0.433}{400^2}\ {\rm eV}=+0.023\ {\rm meV}.$$

Their sum is −21.550 meV; diagonalization gives −21.549 meV. Between $W=200$ and 400 eV the remainder falls as the power 2.996 of $1/W$, in agreement with $O(W^{-3})$.

## 8. Removing the error

The direct cure is to delete the row and column of site 0. Where only a site energy can be changed, two runs can be combined. Write the error as $x(W)=A/W+C/W^2+O(W^{-3})$. Then

$$\frac{x(W)+x(-W)}2=\frac{C}{W^2}+\dots,\qquad
2x(2W)-x(W)=-\frac{C}{2W^2}+\dots$$

The $1/W$ term is gone from both. At $-W$ the unwanted orbital lies below all bands, so one more level is filled before the gap level is reached; a run that fills levels by electron count must allow for this, which the combination of $W$ and $2W$ does not require. In the lattice of Section 7 the mean of the levels at $\pm400$ eV is wrong by 0.023 meV, and the combination of 200 and 400 eV by −0.054 meV (−0.047 meV from the $1/W^2$ term, the rest from higher orders), against −21.5 meV for the single run at 400 eV.

## 9. A dangling bond in a chain of hybrids

Let each atom of a chain carry two hybrids of energy zero. The coupling is $-v_1$ between hybrids of one atom and $-v_2$ across a bond, with $v_2>v_1>0$. Removing one hybrid leaves its bond partner dangling.

**Bulk.** For wave number $k$ (phase per atom) the two hybrids are coupled by $f$, with

$$|f|^2=v_1^2+v_2^2+2v_1v_2\cos k .$$

The bands are $\pm|f|$ and the gap is $2(v_2-v_1)$. Inverting the $2\times2$ matrix $E-H(k)$ and averaging over $k$,

$$G_{00}(E)=\int_0^{2\pi}\frac{dk}{2\pi}\,\frac{E}{E^2-|f|^2}.$$

Set $A=v_1^2+v_2^2$. The denominator is $-(A-E^2+2v_1v_2\cos k)$. With $\int_0^{2\pi}\frac{dk}{2\pi}(p+q\cos k)^{-1}=(p^2-q^2)^{-1/2}$ for $p>|q|$, a condition met in the gap,

$$G_{00}(E)=-\frac{E}{\sqrt{(A-E^2)^2-4v_1^2v_2^2}} .$$

Its zero is $E_v=0$. At $E=0$ the root equals $\sqrt{A^2-4v_1^2v_2^2}=v_2^2-v_1^2\equiv D$, so (3) gives $|\tau|^2=D$.

**The state.** Number the hybrids $1,2,3,\dots$ away from the removed one, starting at the bond partner. At $E=0$ the equation on hybrid 2 is $-v_1\psi_1-v_2\psi_3=0$, so $\psi_3=-(v_1/v_2)\psi_1$, and so on along the odd hybrids. The even amplitudes vanish. Summing the geometric series gives $\psi_1^2=1-v_1^2/v_2^2$. Since $\tau=-v_2\psi_1$, again $|\tau|^2=v_2^2-v_1^2$. On the other side of the cut the same recursion has ratio $-v_2/v_1$ and grows, so no state is bound there.

**Finite $W$.** Equation (4) with $\varepsilon_0=0$ shows that $E_W$ has the sign opposite to $W$. Squaring it, with $y=E_W^2$,

$$W^2y=(A-y)^2-4v_1^2v_2^2=y^2-2Ay+D^2,$$

or $y^2-By+D^2=0$ with $B=W^2+2A$. At the squared gap edge $y=(v_2-v_1)^2$ this polynomial equals $-W^2(v_2-v_1)^2<0$, so the edge lies between the two roots and the smaller root is the gap level:

$$E_W=-{\rm sgn}(W)\sqrt{\frac{2D^2}{B+\sqrt{B^2-4D^2}}}
=-\frac DW\left(1-\frac{A}{W^2}+\dots\right).$$

The form is odd in $W$. There is no $1/W^2$ term, so $b=0$ here, and the mean over $\pm W$ gives $E_v$ without error in this model.

## 10. Numbers

Take the round values $v_1=2.45$ eV and $v_2=3.00$ eV. The gap is $2\times0.55=1.10$ eV, and

$$|\tau|^2=3.00^2-2.45^2=2.9975\ {\rm eV^2}.$$

The weight on the dangling hybrid is $1-(2.45/3.00)^2=0.333$. With 0.24 nm between atoms the amplitude decays over 1.2 nm.

| $W$ (eV) | $E_W$ (meV) | $-\lvert\tau\rvert^2/W$ (meV) |
|---:|---:|---:|
| 10 | −263.0 | −299.8 |
| 30 | −98.3 | −99.9 |
| 100 | −29.93 | −29.98 |
| 300 | −9.99 | −9.99 |

At $W=10$ eV the leading law overstates the shift by 37 meV, 12% of the leading term; there the shift is no longer small compared with the 550 meV to the band edge. At 100 eV the weight on the forbidden site is only $3.0\times10^{-4}$, yet the level is wrong by 30 meV. An error of 10 meV requires $W\approx300$ eV, a hundred times the largest coupling. The combination $2E_{60}-E_{30}$, with $W$ in eV as subscript, is wrong by 1.2 meV.

Such a shift matters for a trap that emits electrons thermally. At fixed capture coefficient and band edge, the emission rate varies as $\exp[-(E_c-E)/kT]$, where $E_c$ is the upper band edge. For $W=100$ eV the level is too deep by 29.9 meV, and at 300 K, where $kT=25.85$ meV, emission is slowed by

$$e^{29.93/25.85}=3.18 .$$

At 398 K (125 °C) the factor is 2.39. Hole emission to the lower band is speeded by the same factor, so these numbers describe electron emission alone, not the generation rate of a midgap trap.

## 11. Beside a silicon/oxide interface

The gap and the atomic spacing are roughly those of silicon. The valence band is not: in the chain it is $2v_1=4.9$ eV wide, against roughly 12 eV in silicon. The chain illustrates the artefact but predicts neither its size in silicon nor a trap level. The assumption that fails most plainly for a real dangling bond is that of independent electrons. Take a bare repulsion $U_0=10$ eV on one hybrid and a relative permittivity of 8, between those of silicon and its oxide. Let two electrons on atoms a distance $r$ apart repel by

$$U(r)=\frac18\left[\frac1{U_0^2}+\frac{r^2}{C^2}\right]^{-1/2},\qquad C=\frac{e^2}{4\pi\epsilon_0}=1.44\ {\rm eV\,nm},$$

which joins the screened value $U_0/8=1.25$ eV on one atom to the screened Coulomb law at large $r$. Averaged over the positions of both electrons in the dangling state of the chain, this gives about 0.55 eV, half the gap. The value depends on the inputs: it is 0.37 eV for $U_0=5$ eV, and ranges from 0.37 to 1.1 eV for permittivities from 11.7 to 3.9. Applying the bulk permittivity within one atom is itself an assumption; with that term left unscreened the average would be 2.3 eV. This rough estimate far exceeds the 30 meV artefact at $W=100$ eV. A single one-electron level therefore cannot stand for both the first and the second electron on the defect.

Two other neglected effects move the true level $E_v$ itself:

- **Rehybridization.** For hybrids $(s\pm p)/\sqrt2$ the coupling within an atom is half the difference of the $s$ and $p$ energies, so these lie $2v_1=4.9$ eV apart. An extra 5% of $s$ character lowers the dangling hybrid by 0.245 eV. Its weight of 0.333 turns this into about −0.08 eV for the level; diagonalization with only this site energy shifted gives −0.081 eV. The shift presumes that the back bond follows the new hybrids; a rotation of $s$ and $p$ at fixed interatomic couplings is only a change of basis and moves nothing.
- **Second-neighbour coupling** of −0.2 eV puts the level 0.073 eV below midgap.

In these two cases $|\tau|^2$ becomes 2.96 and 2.92 eV², a change of less than 3%. Measured from midgap, the level moves by more than 70 meV, while the $1/W$ coefficient hardly changes.

A silicon atom has four hybrids, not two. With the same couplings in a tetrahedral network, the bound (5) is $v_2^2+3v_1^2=27.0$ eV², nine times the chain value. This is a ceiling for these two couplings only, not an estimate and not a ceiling for silicon: a nearest-neighbour $sp^3s^*$ parameter set for silicon, which has further couplings, gives a bound of about 37 eV². Nor do these couplings describe silicon: because $2v_1>v_2$, the tetrahedral network built from them has no gap at four electrons per atom, so the number serves only as a scale for the couplings. For a bound of 27.0 eV², and if a gap level exists, $W\approx2700$ eV is enough to limit the leading error to about 10 meV. All this concerns one missing hybrid; removing a whole silicon atom deletes four orbitals and lies outside the one-orbital derivation.

## 12. When the level sits at a band edge

The condition that $E_v$ lie strictly inside the gap is essential. Take a chain with equal couplings $t$ and alternating site energies $\pm\Delta$, with $\Delta>0$. The gap runs from $-\Delta$ to $\Delta$. Choose a $+\Delta$ site as site 0. The integral of Section 9 now gives

$$G_{00}(E)=-\frac{E+\Delta}{\sqrt{(2t^2+\Delta^2-E^2)^2-4t^4}} .$$

Let $E=-\Delta+x$ and $q=\Delta^2-E^2=x(2\Delta-x)$. The radicand is $q(4t^2+q)$, so

$$G_{00}=-\sqrt{\frac{x}{(2\Delta-x)(4t^2+q)}} .$$

This is negative throughout the gap and reaches zero only at the edge $x=0$, where its slope is infinite. The vacancy has no level inside the gap. By (4), the imitation has none for $W>\Delta$ either. For $W\to-\infty$, squaring (4) and keeping the lowest order in $x$ gives

$$x\simeq\frac{8t^2\Delta}{(W-\Delta)^2}.$$

In this chain the level approaches the edge as $1/W^2$, not $1/W$. The power follows from the square-root form of $G_{00}$ at a one-dimensional edge and is not general: on a honeycomb lattice with site energies $\pm\Delta$, $G_{00}$ vanishes at the edge as $x\ln x$, and $x$ falls only as about $1/(|W|\ln|W|)$. For $t=\Delta=1$ eV, diagonalization of a ring of 200 cells gives $x(W-\Delta)^2=7.9987$ eV³ at $W=-20$ eV and 7.9999 eV³ at −40 eV, against the limit of 8 eV³. The agreement is this close because $t=\Delta$: the first correction to the limit has relative size $x(\Delta^2-t^2)/(2t^2\Delta)$, which vanishes here but not in general. Here a large negative $W$ produces a gap level that the true vacancy does not have.

The numerical output below lists the values to more digits.

## Values computed for the example and the checks

```
GENERAL 2D LATTICE (128 sites)
bulk gap edges: -2.0361 and 2.2381 eV
true vacancy level E_v: -0.32701 eV
|tau|^2 from vacancy state: 8.62938 eV^2
-1/G00'(E_v) from bulk states: 8.62938 eV^2
upper bound on |tau|^2: 9.6450 eV^2
b: -0.43319 eV
W = 200 eV: E_W - E_v = -43.0431 meV
W = 400 eV: E_W - E_v = -21.5488 meV
W = -400 eV: E_W - E_v = 21.5955 meV
order of remainder after 1/W^2 term: 2.996
error of mean of +400 and -400 eV: 0.02336 meV
error of 2E(400 eV)-E(200 eV): -0.05447 meV
BAND-EDGE CASE (t = 1 eV, Delta = 1 eV)
W = -20 eV: height*(W-Delta)^2 = 7.9987 eV^3
W = -40 eV: height*(W-Delta)^2 = 7.9999 eV^3
HYBRID CHAIN
|V1| = 2.45 eV, |V2| = 3.00 eV, gap = 1.100 eV
vacancy level, magnitude: 1.3e-15 eV
|tau|^2: 2.9975 eV^2
amplitude ratio per atom: -0.8167
weight on dangling hybrid: 0.3331
atom spacing: 0.24 nm
amplitude decay length: 1.185 nm
W=10 eV: level -262.963 meV, -|tau|^2/W -299.750 meV, site weight 2.02e-02
W=30 eV: level -98.292 meV, -|tau|^2/W -99.917 meV, site weight 3.17e-03
W=100 eV: level -29.930 meV, -|tau|^2/W -29.975 meV, site weight 2.98e-04
W=300 eV: level -9.990 meV, -|tau|^2/W -9.992 meV, site weight 3.33e-05
W=1000 eV: level -2.997 meV, -|tau|^2/W -2.997 meV, site weight 3.00e-06
level at W = 30 eV: -98.292 meV
level at W = 60 eV: -49.751 meV
2E(60 eV)-E(30 eV): -1.211 meV
W for a 10 meV error: 299.7 eV
kT at 300 K: 25.85 meV; at 398 K: 34.30 meV
emission slowed at W=100 eV, 300 K: 3.18x
emission slowed at W=100 eV, 398 K: 2.39x
NEGLECTED EFFECTS (rough)
bare hybrid repulsion 10 eV, permittivity 8
repulsion in dangling state: 0.547 eV
extra s share 0.05: orbital shift -0.245 eV
  level -0.0812 eV, |tau|^2 2.9576 eV^2
second-neighbour coupling -0.2 eV:
  gap 1.1000 eV, level from midgap -0.0733 eV, |tau|^2 2.9179 eV^2
tetrahedral bound on |tau|^2: 27.008 eV^2
  bound divided by chain value: 9.01
  W for leading error below 10 meV: 2701 eV
```
